# Coupled-cluster doubles for the electron gas in plane waves, part 1

(Sections cited here and not found follow in the later parts.)

A general spin-orbital CCSD code that knows nothing about momentum was given the integrals of 14 electrons in 19 plane waves at $r_s=2$ bohr and was started from random single and double amplitudes. At convergence the largest single amplitude was $8.9\times10^{-12}$, which is zero to the convergence threshold. Of the 112896 stored double amplitudes $t_{ij}^{ab}$ only 1104 exceeded $10^{-7}$ in size, and for each choice of $i,j,a$ at most one $b$ carried a nonzero value. The dense code had therefore spent its $6.5\times10^{7}$ ladder multiplications per iteration on an array of which about one element in a hundred was nonzero. The vanishing singles and the single partner $b$ follow from two additive quantum numbers, total momentum and $S_z$ (together with antisymmetry these allow 1152 elements, and a mirror symmetry removes 48 more, section 7), and a code that uses them obtains the same correlation energy, $-0.22044560$ Ha, from an array with three indices.

## 1. Conventions and integrals

Hartree atomic units are used. $N$ electrons move in a periodic cell of volume $\Omega$ with a uniform neutralising background; $r_s$ is defined by $\Omega=N\,\tfrac{4\pi}{3}r_s^3$. The spin-orbitals are
$$\phi_p(\mathbf r)=\Omega^{-1/2}e^{i\mathbf k_p\cdot\mathbf r}\,\chi_{s_p},$$
with $\mathbf k_p$ on the reciprocal lattice of the cell ($\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$ for a cube of edge $L$) and $s_p=\pm1$ for spin up and down. The basis holds $M$ wave vectors, each with both spins. Its shape does not matter for the selection rules. Each spin-orbital is fixed uniquely by its label
$$\lambda_p=(\mathbf k_p,s_p),$$
and labels are added component by component. The reference $|\Phi\rangle$ is one determinant of these spin-orbitals. Indices $i,j,l,m,n$ run over the $o=N$ occupied spin-orbitals, $a,b,d,e,f$ over the $v=2M-N$ virtual ones, and $p,q,r,s$ over all.

The interaction of two electrons, each with all periodic images of the other, is the Fourier series
$$V(\mathbf r-\mathbf r')=\sum_{\mathbf G}\tilde v(\mathbf G)\,e^{i\mathbf G\cdot(\mathbf r-\mathbf r')},\qquad \tilde v(\mathbf G)=\frac{4\pi}{\Omega G^2}\ \ (\mathbf G\neq0),\qquad \tilde v(0)=v_0 .$$
The $\mathbf G=0$ term equals $v_0$ for every pair and so adds the constant $v_0N(N-1)/2$ to the Hamiltonian of $N$ electrons. The background terms and the interaction of an electron with its own images (the Madelung term) are also constants at fixed $N$ and $\Omega$. No constant can change a wave function, so the convention $v_0=0$ is adopted and the constants are dropped. Total energies below omit the Madelung constant. The parameter $v_0$ is kept in the formulas because it supplies a sharp check on an implementation (section 5).

In the two-electron integral $\langle pq|rs\rangle=\iint\phi_p^*(1)\phi_q^*(2)V\phi_r(1)\phi_s(2)$ the series factorises the two integrations. Using $\Omega^{-1}\int e^{i\mathbf k\cdot\mathbf r}d^3r=\delta_{\mathbf k,0}$ for a reciprocal-lattice vector,
$$\langle pq|rs\rangle=\delta_{s_ps_r}\delta_{s_qs_s}\sum_{\mathbf G}\tilde v(\mathbf G)\,\delta_{\mathbf G,\mathbf k_p-\mathbf k_r}\,\delta_{\mathbf G,\mathbf k_s-\mathbf k_q}.$$
The sum leaves $\tilde v(\mathbf k_p-\mathbf k_r)$ times the condition $\mathbf k_p+\mathbf k_q=\mathbf k_r+\mathbf k_s$. Define the real symmetric matrix
$$w(p,r)=\delta_{s_ps_r}\,\tilde v(\mathbf k_p-\mathbf k_r).$$
If $s_p=s_r$, the condition $s_q=s_s$ is equivalent to $s_p+s_q=s_r+s_s$, so both spin deltas and the momentum delta combine into $\langle pq|rs\rangle=\delta_{\lambda_p+\lambda_q,\lambda_r+\lambda_s}\,w(p,r)$. The exchange integral $\langle pq|sr\rangle$ has the same delta and $w(p,s)$. Hence
$$\langle pq\|rs\rangle=\delta_{\lambda_p+\lambda_q,\;\lambda_r+\lambda_s}\,\big[w(p,r)-w(p,s)\big].\tag{1}$$
All integrals are real, and $\langle pq\|rs\rangle=\langle rs\|pq\rangle$. The equality in the delta is exact equality of integer vectors. There is no wrapping modulo a grid size, and a partner orbital that falls outside the basis is absent. In the program the integrals were also computed by real-space quadrature, from Fourier transforms of the orbital products on a grid with no momentum delta put in (the two spin deltas are imposed directly). They agree with (1) to $8.2\times10^{-18}$ Ha over all index quadruples of the 19-plane-wave basis.

## 2. Normal order and the Fock matrix

The Hamiltonian is
$$H=\sum_p\tfrac12k_p^2\,c_p^\dagger c_p+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,c_p^\dagger c_q^\dagger c_sc_r .$$
Relative to $|\Phi\rangle$ the operators $c_a^\dagger$ and $c_i$ create a particle and a hole and are called quasi-creators; they all anticommute with one another. The operators $c_a$ and $c_i^\dagger$ annihilate $|\Phi\rangle$ and are called quasi-annihilators. Braces $\{\dots\}$ denote normal order: quasi-annihilators are moved to the right with the sign of the permutation. With $n_p=1$ for occupied and $0$ for virtual orbitals, $c_p^\dagger c_r=\{c_p^\dagger c_r\}+n_p\delta_{pr}$, and Wick's theorem for the four-operator string gives
$$c_p^\dagger c_q^\dagger c_sc_r=\{c_p^\dagger c_q^\dagger c_sc_r\}+n_q\delta_{qs}\{c_p^\dagger c_r\}+n_p\delta_{pr}\{c_q^\dagger c_s\}-n_q\delta_{qr}\{c_p^\dagger c_s\}-n_p\delta_{ps}\{c_q^\dagger c_r\}+n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}).$$
The signs count the operators that a contracted one must pass to reach its partner: none for $(q,s)$, two for $(p,r)$, one for $(q,r)$ and for $(p,s)$. Because $\langle pq\|rs\rangle$ changes sign under $p\leftrightarrow q$ and under $r\leftrightarrow s$, the four single contractions give equal contributions and cancel the factor $\tfrac14$, and the two double contractions give equal contributions and leave $\tfrac12$:
$$H=E_{\rm HF}+\sum_{pr}f_{pr}\{c_p^\dagger c_r\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{c_p^\dagger c_q^\dagger c_sc_r\},$$
$$f_{pr}=\tfrac12k_p^2\delta_{pr}+\sum_j\langle pj\|rj\rangle,\qquad E_{\rm HF}=\sum_i\tfrac12k_i^2+\tfrac12\sum_{ij}\langle ij\|ij\rangle .$$
By (1), $\langle pj\|rj\rangle$ requires $\lambda_p=\lambda_r$, that is $p=r$. The Fock matrix is diagonal for any plane-wave determinant, which is therefore a stationary Hartree–Fock solution with canonical orbitals. With $w(p,p)=v_0$,
$$f_{pr}=\varepsilon_p\delta_{pr},\qquad \varepsilon_p=\tfrac12k_p^2+Nv_0-\sum_jw(p,j),\qquad E_{\rm HF}=\tfrac12\sum_i\big(\tfrac12k_i^2+\varepsilon_i\big).\tag{2}$$
Stationary does not mean lowest: Hartree–Fock solutions that break translation symmetry are outside the present treatment. The largest off-diagonal Fock element built from the quadrature integrals is $1.6\times10^{-17}$ Ha.

## 3. The doubles equations

The ansatz is $|\Psi\rangle=e^T|\Phi\rangle$, and the equations are the projections of $\bar H|\Phi\rangle$, with $\bar H=e^{-T}He^T$, on $\langle\Phi|$ and on the excited determinants included in $T$. In this section $T=T_2=\tfrac14t_{ij}^{ab}c_a^\dagger c_b^\dagger c_jc_i$, with $t$ antisymmetric in $ij$ and in $ab$. Repeated indices are summed in this section, $f_{pr}$ is left general, and no momentum conservation is assumed.

### Transformed operators

The similarity transform of a product is the product of the transforms, since $e^Te^{-T}=1$ can be inserted between factors. It is enough to transform single operators by $e^{-T}Xe^T=X+[X,T]+\tfrac12[[X,T],T]+\dots$. The operator $T$ is even in quasi-creators, so it commutes with every quasi-creator, and these are unchanged. For a particle annihilator, $[c_e,c_a^\dagger c_b^\dagger]=\delta_{ea}c_b^\dagger-\delta_{eb}c_a^\dagger$, and $c_e$ commutes with the pair $c_jc_i$. The two terms are equal after using the antisymmetry of $t$:
$$A_e\equiv[c_e,T]=\tfrac12t_{il}^{ea}\,c_a^\dagger c_lc_i .$$
For a hole annihilator, $[c_m^\dagger,c_jc_i]=\delta_{mj}c_i-\delta_{mi}c_j$, so $[c_m^\dagger,T]=\tfrac14(t_{im}^{ab}c_a^\dagger c_b^\dagger c_i-t_{mj}^{ab}c_a^\dagger c_b^\dagger c_j)$ and
$$B_m\equiv[c_m^\dagger,T]=-\tfrac12t_{mj}^{ab}\,c_a^\dagger c_b^\dagger c_j .$$
Both $A_e$ and $B_m$ contain only quasi-creators and commute with $T$. The series stops, and $\bar c_e=c_e+A_e$, $\bar c_m^\dagger=c_m^\dagger+B_m$. A term of $H$ has at most four quasi-annihilators, so $\bar H$ is at most quartic in $T$.

Five contractions are needed. Each follows by moving the quasi-annihilator to the right.

1. $c_fA_e|\Phi\rangle=u^{ef}|\Phi\rangle$ with $u^{ef}=\tfrac12t_{ij}^{ef}c_jc_i$, because $c_fc_a^\dagger=\delta_{fa}-c_a^\dagger c_f$.
2. $c_n^\dagger u^{ef}|\Phi\rangle=\tfrac12t_{ij}^{ef}(\delta_{nj}c_i-\delta_{ni}c_j)|\Phi\rangle=t_{in}^{ef}c_i|\Phi\rangle$.
3. $\{c_m^\dagger,B_n\}_+=-\tfrac12t_{nm}^{ab}c_a^\dagger c_b^\dagger=\tfrac12t_{mn}^{ab}c_a^\dagger c_b^\dagger$, since $c_m^\dagger$ commutes with the pair $c_a^\dagger c_b^\dagger$. The subscript $+$ marks an anticommutator.
4. $\{c_m^\dagger,A_e\}_+=C_{me}\equiv t_{im}^{ae}c_a^\dagger c_i$. Passing $c_a^\dagger$ costs a sign, so the anticommutator is $-\tfrac12t_{il}^{ea}c_a^\dagger(\delta_{ml}c_i-\delta_{mi}c_l)=-t_{im}^{ea}c_a^\dagger c_i=t_{im}^{ae}c_a^\dagger c_i$.
5. $[c_m^\dagger,C_{ne}]=t_{mn}^{ea}c_a^\dagger$, because $[c_m^\dagger,c_a^\dagger c_i]=-\delta_{mi}c_a^\dagger$ and $-t_{mn}^{ae}=t_{mn}^{ea}$.

### Projection rule

With $|\Phi_{ij}^{ab}\rangle=c_a^\dagger c_b^\dagger c_jc_i|\Phi\rangle$, the overlap $\langle\Phi_{ij}^{ab}|c_d^\dagger c_e^\dagger c_mc_l|\Phi\rangle$ equals $(\delta_{ad}\delta_{be}-\delta_{ae}\delta_{bd})(\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl})$. A contribution $Z_{ij}^{ab}c_a^\dagger c_b^\dagger c_jc_i|\Phi\rangle$ with arbitrary coefficients $Z$ therefore adds $P(ij)P(ab)Z_{ij}^{ab}$ to the residual $R_{ij}^{ab}=\langle\Phi_{ij}^{ab}|\bar H|\Phi\rangle$, where $P(ij)X_{ij}=X_{ij}-X_{ji}$. If $Z$ is already antisymmetric in a pair, the corresponding $P$ is a factor 2.

Each factor of $T_2$ raises the excitation level by two. A normal-ordered term of $H$ with $x$ quasi-creators and $y$ quasi-annihilators changes it by $(x-y)/2$. To end at level two, the term must change the level by $+2$ with no $T_2$, by $0$ with one $T_2$, or by $-2$ with two.

### Terms with no $T_2$ and with one $T_2$

The level $+2$ term is $\tfrac14\langle ab\|ij\rangle c_a^\dagger c_b^\dagger c_jc_i$, which contributes $\langle ab\|ij\rangle$.

Virtual Fock block: $f_{ae}c_a^\dagger A_e|\Phi\rangle$ gives $Z=\tfrac12f_{ae}t_{ij}^{eb}$ and the contribution $P(ab)f_{ae}t_{ij}^{eb}=f_{ae}t_{ij}^{eb}+f_{be}t_{ij}^{ae}$.

Occupied Fock block: $\{c_m^\dagger c_i\}=-c_ic_m^\dagger$, and $-f_{mi}c_iB_m=\tfrac12f_{mi}t_{mj}^{ab}c_a^\dagger c_b^\dagger c_ic_j=-\tfrac12f_{mi}t_{mj}^{ab}c_a^\dagger c_b^\dagger c_jc_i$. So $Z=-\tfrac12f_{mi}t_{mj}^{ab}$ and the contribution is $-P(ij)f_{mi}t_{mj}^{ab}=-f_{mi}t_{mj}^{ab}-f_{mj}t_{im}^{ab}$.

Four virtual indices: $\tfrac14\langle ab\|ef\rangle c_a^\dagger c_b^\dagger\bar c_f\bar c_e|\Phi\rangle$. The part linear in $T$ is given by contraction 1, $Z=\tfrac18\langle ab\|ef\rangle t_{ij}^{ef}$, and the contribution is four times this, $\tfrac12\langle ab\|ef\rangle t_{ij}^{ef}$. The part $A_fA_e$ is a quadruple excitation and is not projected.

Four occupied indices: $\{c_m^\dagger c_n^\dagger c_jc_i\}=c_jc_ic_m^\dagger c_n^\dagger$, as a pair passes a pair with sign $+$. Contraction 3 gives $Z=\tfrac18\langle mn\|ij\rangle t_{mn}^{ab}$ and the contribution $\tfrac12\langle mn\|ij\rangle t_{mn}^{ab}$.

One occupied and one virtual index in both bra and ket: the four orderings are equal by antisymmetry and sum to $\langle mb\|ej\rangle\{c_m^\dagger c_b^\dagger c_jc_e\}=\langle mb\|ej\rangle c_b^\dagger c_jc_m^\dagger c_e$. Contraction 4 turns $\bar c_m^\dagger\bar c_e|\Phi\rangle$ into $C_{me}|\Phi\rangle$ at linear order. The string is $c_b^\dagger c_jc_a^\dagger c_i=c_a^\dagger c_ic_b^\dagger c_j=c_a^\dagger c_b^\dagger c_jc_i$ (pairs commute, then $c_i$ passes two operators). So $Z=t_{im}^{ae}\langle mb\|ej\rangle$.

### The level $-2$ term

This term is $\tfrac14\langle mn\|ef\rangle(c_m^\dagger+B_m)(c_n^\dagger+B_n)(c_f+A_f)A_e|\Phi\rangle$, where the rightmost factor is $A_e$ because $c_e|\Phi\rangle=0$. The part linear in $T$ is $c_m^\dagger c_n^\dagger u^{ef}|\Phi\rangle=t_{in}^{ef}c_m^\dagger c_i|\Phi\rangle=t_{mn}^{ef}|\Phi\rangle$. It is the only contribution to $\langle\Phi|\bar H|\Phi\rangle-E_{\rm HF}$:
$$E_{\rm corr}=\tfrac14\langle mn\|ef\rangle t_{mn}^{ef}.$$
The quadratic part has three pieces, according to which of the other three factors supplies the second $T$.

($\alpha$) $B_mc_n^\dagger u^{ef}|\Phi\rangle=-\tfrac12t_{mj}^{ab}t_{in}^{ef}\,c_a^\dagger c_b^\dagger c_jc_i|\Phi\rangle$ by contraction 2.

($\beta$) $c_m^\dagger B_nu^{ef}|\Phi\rangle=\{c_m^\dagger,B_n\}_+u^{ef}|\Phi\rangle-B_nc_m^\dagger u^{ef}|\Phi\rangle$. The second term is ($\alpha$) with $m\leftrightarrow n$ and opposite sign, so after multiplication by the antisymmetric integral it doubles ($\alpha$). Together they give $Z=-\tfrac14\langle mn\|ef\rangle t_{in}^{ef}t_{mj}^{ab}$. This has the form $-\tfrac12f_{mi}t_{mj}^{ab}$ of the occupied Fock term, with $f_{mi}$ replaced by $\tfrac12\langle mn\|ef\rangle t_{in}^{ef}$. The first term of ($\beta$) gives $Z=\tfrac14\cdot\tfrac12\cdot\tfrac12\langle mn\|ef\rangle t_{mn}^{ab}t_{ij}^{ef}$, which has the form $\tfrac18\langle mn\|ij\rangle t_{mn}^{ab}$ with the integral replaced by $\tfrac12\langle mn\|ef\rangle t_{ij}^{ef}$.

($\gamma$) $c_m^\dagger c_n^\dagger A_fA_e|\Phi\rangle$. Contraction 4 applied twice gives $c_n^\dagger A_fA_e|\Phi\rangle=(C_{nf}A_e-A_fC_{ne})|\Phi\rangle$. Applying $c_m^\dagger$ with contractions 4 and 5,
$$c_m^\dagger C_{nf}A_e|\Phi\rangle=\big(t_{mn}^{fa}c_a^\dagger A_e+C_{nf}C_{me}\big)|\Phi\rangle,\qquad c_m^\dagger A_fC_{ne}|\Phi\rangle=\big(C_{mf}C_{ne}-A_f\,t_{mn}^{ea}c_a^\dagger\big)|\Phi\rangle .$$
Since $A_fc_a^\dagger=-c_a^\dagger A_f$ (an odd string of quasi-creators), the difference of the two lines is
$$\big(t_{mn}^{fa}c_a^\dagger A_e-t_{mn}^{ea}c_a^\dagger A_f\big)+\big(C_{nf}C_{me}-C_{mf}C_{ne}\big).$$
In each bracket the second term is the first with $e\leftrightarrow f$ or $m\leftrightarrow n$ and opposite sign, so each bracket is twice its first term once the integral is attached. The first bracket gives $Z=\tfrac14\langle mn\|ef\rangle t_{mn}^{fa}t_{ij}^{eb}$, the form $\tfrac12f_{ae}t_{ij}^{eb}$ with $f_{ae}$ replaced by $-\tfrac12\langle mn\|ef\rangle t_{mn}^{af}$. The second gives $\tfrac12\langle mn\|ef\rangle t_{im}^{ae}t_{jn}^{bf}c_a^\dagger c_ic_b^\dagger c_j$, the form of the ring term with $\langle mb\|ej\rangle$ replaced by $\tfrac12\langle mn\|ef\rangle t_{jn}^{bf}$.

### Collected equations

With sums written out again,
$$R_{ij}^{ab}=\langle ab\|ij\rangle+P(ab)\sum_eF_{ae}t_{ij}^{eb}-P(ij)\sum_mF_{mi}t_{mj}^{ab}+\tfrac12\sum_{ef}\langle ab\|ef\rangle t_{ij}^{ef}+\tfrac12\sum_{mn}W_{mnij}t_{mn}^{ab}+P(ij)P(ab)\sum_{me}t_{im}^{ae}W_{mbej}=0,\tag{3}$$
$$F_{ae}=f_{ae}-\tfrac12\sum_{mnf}\langle mn\|ef\rangle t_{mn}^{af},\qquad F_{mi}=f_{mi}+\tfrac12\sum_{nef}\langle mn\|ef\rangle t_{in}^{ef},$$
$$W_{mnij}=\langle mn\|ij\rangle+\tfrac12\sum_{ef}\langle mn\|ef\rangle t_{ij}^{ef},\qquad W_{mbej}=\langle mb\|ej\rangle+\tfrac12\sum_{nf}\langle mn\|ef\rangle t_{jn}^{bf}.$$
The fourth, fifth and sixth terms of (3) are the particle ladder, the hole ladder and the ring term.

The same algebra gives the projection on single excitations $|\Phi_i^a\rangle=c_a^\dagger c_i|\Phi\rangle$ when $T_1=0$. It needs level $+1$ with no $T_2$, which is $f_{ai}$, or level $-1$ with one $T_2$. The term $f_{me}\bar c_m^\dagger\bar c_e$ gives $f_{me}C_{me}$. The term $\tfrac12\langle am\|ef\rangle c_a^\dagger\bar c_m^\dagger\bar c_f\bar c_e$, whose factor $\tfrac12$ comes from two equal orderings, gives $\tfrac12\langle am\|ef\rangle t_{im}^{ef}c_a^\dagger c_i$ by contractions 1 and 2. In $\tfrac12\langle mn\|ie\rangle\{c_m^\dagger c_n^\dagger c_ec_i\}=-\tfrac12\langle mn\|ie\rangle c_ic_m^\dagger c_n^\dagger c_e$, contractions 4 and 5 give $-\tfrac12\langle mn\|ie\rangle t_{mn}^{ea}c_ic_a^\dagger=-\tfrac12\langle mn\|ie\rangle t_{mn}^{ae}c_a^\dagger c_i$, where two signs from the reordering of $c_ic_a^\dagger$ and of $ea$ cancel. So
$$R_i^a\big|_{T_1=0}=f_{ai}+\sum_{me}f_{me}t_{im}^{ae}+\tfrac12\sum_{mef}\langle am\|ef\rangle t_{im}^{ef}-\tfrac12\sum_{mne}\langle mn\|ie\rangle t_{mn}^{ae}.\tag{4}$$

For a general Fock matrix and without assuming momentum conservation, this part has derived the doubles equations (3) and the singles projection (4), and it has shown that the Fock matrix is diagonal for any plane-wave determinant. It remains to show why $T_1$ vanishes, to reduce the doubles to three indices, and to examine the cost, an example and the limits of the result.
